# Testing a hydrogen spline pseudospectrum with oscillator-strength sums

## Problem

A hydrogen atom with a fixed nucleus is treated without relativity, in Hartree atomic units. A radial function is written $P(r)/r$, so that $\int_0^\infty P^2\,dr=1$ for a normalised state, and the radial Hamiltonian is

$$H_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac1r .$$

The ground state has $P_0=2re^{-r}$ and $E_0=-\tfrac12$. In a space of B-splines on $[0,R]$, with $P(0)=P(R)=0$, the $l=1$ problem has a finite set of eigenpairs $E_j,P_j$: the pseudospectrum. With $\omega_j=E_j-E_0$ and $d_j=\langle P_j|r|P_0\rangle$, each pseudostate has the oscillator strength $f_j=\tfrac23\omega_jd_j^2$.

(a) Show that a complete basis gives $\sum_j f_j=1$ and the dipole polarisability $\alpha=\sum_j f_j/\omega_j^2=\tfrac92$. State what it is sufficient for a finite basis to contain in order to pass each test.

(b) Find the $l=1$ pseudospectrum in the space spanned by $r^2e^{-r}$ and $r^3e^{-r}$. Does passing both tests prove completeness?

(c) Derive the strengths of the true bound states and the strength density of the true continuum, and find the continuum share of $\sum f$.

(d) Explain how to extract this share from a spline calculation in a finite box, and apply the method.

## Solution

### The spline equations and the two definitions

Write $P=\sum_i c_iB_i$. Making $\langle P|H_l|P\rangle-E\langle P|P\rangle$ stationary with respect to the coefficients gives

$$\mathbf Hc=E\,\mathbf Sc,\qquad S_{ij}=\int_0^R B_iB_j\,dr .$$

The kinetic part of $\mathbf H$ is $\tfrac12\int B_i'B_j'\,dr$, by one integration by parts; the boundary term vanishes because the splines that are nonzero at $0$ and $R$ have been removed. The eigenfunctions are orthonormal, and $\Pi=\sum_j|P_j\rangle\langle P_j|$ projects on the spline space.

For a field along $z$, the strength is $f=2\omega|\langle j|z|0\rangle|^2$. The angular factor between $Y_{00}$ and $Y_{10}$ is $1/\sqrt3$, so $|\langle j|z|0\rangle|^2=d_j^2/3$, which gives the factor $\tfrac23$. The perturbation $Fz$ shifts the energy by $-F^2\sum_j|\langle j|z|0\rangle|^2/\omega_j=-\tfrac12\alpha F^2$. Hence $\alpha=\tfrac23\sum_jd_j^2/\omega_j=\sum_jf_j/\omega_j^2$.

### (a) The two sums

One formula serves for all the functions needed. Since

$$\frac{d^2}{dr^2}r^pe^{-r}=\left[p(p-1)r^{p-2}-2pr^{p-1}+r^p\right]e^{-r},$$

the terms in $r^p$ cancel in

$$(H_1-E_0)r^pe^{-r}=\left[\left(1-\tfrac{p(p-1)}2\right)r^{p-2}+(p-1)r^{p-1}\right]e^{-r}. \tag{1}$$

In particular, $p=2$ gives $re^{-r}$, and $p=3$ gives $(-2r+2r^2)e^{-r}$. Integrals follow from $\int_0^\infty r^me^{-2r}dr=m!/2^{m+1}$.

Let $\varphi=rP_0=2r^2e^{-r}$, so that $d_j=\langle P_j|\varphi\rangle$. If $\varphi$ lies in the basis space, then

$$\sum_jf_j=\frac23\sum_j\langle\varphi|P_j\rangle\omega_j\langle P_j|\varphi\rangle=\frac23\langle\varphi|H_1-E_0|\varphi\rangle .$$

By (1), $(H_1-E_0)\varphi=2re^{-r}$. The matrix element is $4\int r^3e^{-2r}dr=4\cdot\tfrac6{16}=\tfrac32$, and the sum is $1$.

For $\alpha$, look for $\chi$ with $(H_1-E_0)\chi=\varphi$. Adding twice the $p=2$ result to the $p=3$ result removes the term in $r$ and leaves $2r^2e^{-r}=\varphi$. Thus $\chi=(2r^2+r^3)e^{-r}$. Taking the overlap of this equation with $P_j$ gives $\langle P_j|H_1-E_0|\chi\rangle=d_j$. The $P_j$ diagonalise $H_1$ only within the basis space. If $\chi$ lies in that space, it is a combination of the $P_i$, the left side equals $\omega_j\langle P_j|\chi\rangle$, and $\Pi\chi=\chi$, so

$$\alpha=\frac23\sum_j\langle\varphi|P_j\rangle\langle P_j|\chi\rangle=\frac23\langle\varphi|\chi\rangle
=\frac23\left(4\cdot\frac{24}{32}+2\cdot\frac{120}{64}\right)=\frac92 .$$

This is $0.6668$ Å$^3$. With the exact $P_0$, it is therefore sufficient that the $l=1$ basis contains $\varphi$ for the first test and $\chi$ for the second. Both functions have short range. A spline basis contains them approximately, and its $P_0$ is approximate too, so the sums test the $l=0$ and $l=1$ calculations together.

### (b) Two functions that pass

Let $a=r^2e^{-r}$ and $b=r^3e^{-r}$. Their span contains $\varphi=2a$ and $\chi=2a+b$, so both sums must come out right. With (1), the matrices of overlap and of $K=H_1-E_0$ are

$$\mathbf S=\begin{pmatrix}\tfrac34&\tfrac{15}8\\ \tfrac{15}8&\tfrac{45}8\end{pmatrix},\qquad
\mathbf K=\begin{pmatrix}\tfrac38&\tfrac34\\ \tfrac34&\tfrac94\end{pmatrix}.$$

For example, $K_{bb}=-2\int r^4e^{-2r}dr+2\int r^5e^{-2r}dr=-\tfrac32+\tfrac{15}4=\tfrac94$. The condition $\det(\mathbf K-\omega\mathbf S)=0$ reads

$$\left(\tfrac38-\tfrac34\omega\right)\left(\tfrac94-\tfrac{45}8\omega\right)-\left(\tfrac34-\tfrac{15}8\omega\right)^2=\tfrac{45}{64}\left(\omega^2-\tfrac75\omega+\tfrac25\right)=0 ,$$

so $\omega_1=\tfrac25$ and $\omega_2=1$. The strengths follow from the two sums, $f_1+f_2=1$ and $\tfrac{25}4f_1+f_2=\tfrac92$. Subtraction gives $\tfrac{21}4f_1=\tfrac72$, hence $f_1=\tfrac23$ and $f_2=\tfrac13$.

The energies are $-\tfrac1{10}$ and $+\tfrac12$ hartree. This basis passes both tests and assigns one third of the strength to positive energy, although two functions are nowhere near complete. The tests are necessary, not sufficient.

A further moment exposes the defect. For $\varphi$ in the space, $\omega_jd_j=\langle P_j|(H_1-E_0)\varphi\rangle$, so

$$\sum_jf_j\omega_j=\frac23\sum_j(\omega_jd_j)^2=\frac23\left\|\Pi\,2re^{-r}\right\|^2 .$$

In a complete basis $\Pi$ can be dropped, and the result is $\tfrac23\cdot4\cdot\tfrac28=\tfrac23$. The two-function basis gives $\tfrac25\cdot\tfrac23+\tfrac13=\tfrac35$, because $re^{-r}$ is not in its span.

### (c) The true spectrum

**Common form of the p functions.** Put $E=-\lambda^2/2$ and $P=r^2e^{-\lambda r}w$. The radial equation $P''=(2/r^2-2/r+\lambda^2)P$ becomes

$$rw''+(4-2\lambda r)w'-(4\lambda-2)w=0 .$$

With $x=2\lambda r$ this is Kummer's equation $xw_{xx}+(4-x)w_x-aw=0$, where $a=2-1/\lambda$. The solution regular at the origin is

$$w=M(a;4;x)=\sum_m\frac{(a)_m}{(4)_m}\frac{x^m}{m!},\qquad (a)_m=a(a+1)\cdots(a+m-1).$$

Bound states have $\lambda=1/n$, for which the series ends. Continuum states have $\lambda=ik$ and $E=k^2/2$.

**Dipole integral.** Integrating the series term by term, with $(4)_m=(m+3)!/6$, gives

$$\int_0^\infty r^3e^{-sr}M(a;4;\kappa r)\,dr=\frac6{s^4}\sum_m\frac{(a)_m}{m!}\left(\frac\kappa s\right)^m=6s^{a-4}(s-\kappa)^{-a}.$$

This holds for large $s$ and continues analytically to every $s$ reached from there while the integral converges. Applying $-d/ds$ supplies one more power of $r$ and the factor $(4-a)/s+a/(s-\kappa)$. Here $s=1+\lambda$, $\kappa=2\lambda$ and $s-\kappa=1-\lambda$, so this factor is

$$\frac{(2+1/\lambda)(1-\lambda)+(2-1/\lambda)(1+\lambda)}{1-\lambda^2}=\frac2{1-\lambda^2}.$$

The dipole integral of the unnormalised function with $rP_0=2r^2e^{-r}$ is therefore

$$I(\lambda)=\frac{24}{(1-\lambda^2)^3}\left(\frac{1-\lambda}{1+\lambda}\right)^{1/\lambda}. \tag{2}$$

**Bound normalisation.** Let $m=n-2$ and $L_m(x)=\binom{m+3}3M(-m;4;x)=\sum_j\binom{m+3}{m-j}\frac{(-x)^j}{j!}$. Since $\sum_mt^m\binom{m+3}{m-j}=t^j(1-t)^{-j-4}$,

$$\sum_mt^mL_m(x)=(1-t)^{-4}e^{-xt/(1-t)} .$$

Multiply two such series, in $t$ and $u$, by $x^4e^{-x}$ and integrate. The exponent is $-x(1-tu)/[(1-t)(1-u)]$, and the result is $24(1-t)(1-u)/(1-tu)^5$. The coefficient of $t^mu^m$ is

$$24\left[\binom{m+4}4+\binom{m+3}4\right]=(m+1)(m+2)(m+3)(2m+4)=2n^2(n^2-1).$$

Dividing by $\binom{n+1}3^2=n^2(n^2-1)^2/36$ gives $\int x^4e^{-x}M^2dx=72/(n^2-1)$. With $r=nx/2$, the squared normalisation factor is

$$N_n^2=\left(\frac2n\right)^5\frac{n^2-1}{72}=\frac{4(n^2-1)}{9n^5}.$$

Using $\omega=\tfrac12(1-1/n^2)$ and (2),

$$f_n=\frac{n^2-1}{3n^2}\,N_n^2\,I(1/n)^2=\frac{256}3\frac{n^5}{(n^2-1)^4}\left(\frac{n-1}{n+1}\right)^{2n}. \tag{3}$$

The numerical factor is $4\cdot576/27=256/3$. The first values are $f_2=0.416197$, $f_3=0.079102$ and $f_4=0.028991$.

**Continuum normalisation.** A sine wave of unit norm in a large box has squared amplitude $2/R$. Its levels are spaced by $\pi/R$ in $k$, hence by $\Delta E=\pi k/R$. Dividing the squared function by $\Delta E$ gives a function normalised per unit energy, with squared amplitude $2/(\pi k)$.

The amplitude of $r^2e^{-ikr}M(a;4;2ikr)$, with $a=2+i/k$, follows from

$$M(a;4;z)=\frac{6}{\Gamma(a)\Gamma(4-a)}\int_0^1e^{zt}t^{a-1}(1-t)^{3-a}dt .$$

Expanding $e^{zt}$ and using the beta integral returns the series. At large $z=2ikr$ the endpoints dominate, and $t=1$ contributes $6e^zz^{a-4}/\Gamma(a)$. Because $|i^{\,i/k}|=e^{-\pi/(2k)}$, its modulus is $6(2kr)^{-2}e^{-\pi/(2k)}/|\Gamma(a)|$. The substitution $t\to1-t$ shows that the radial function is real, so the endpoint $t=0$ supplies the complex conjugate, and the amplitude is twice the modulus times $r^2$, namely $3e^{-\pi/(2k)}/(k^2|\Gamma(a)|)$. With $|\Gamma(2+i/k)|^2=(1+1/k^2)(\pi/k)/\sinh(\pi/k)$, the squared normalisation factor is

$$A_k^2=\frac2{\pi k}\,\frac{k^4|\Gamma(a)|^2e^{\pi/k}}9=\frac{4(1+k^2)}{9\left(1-e^{-2\pi/k}\right)} .$$

In (2), $(1-ik)/(1+ik)=e^{-2i\arctan k}$, so the last factor becomes $e^{-(2/k)\arctan k}$. With $\omega=(1+k^2)/2$,

$$\frac{df}{dE}=\frac{1+k^2}3A_k^2I(ik)^2=\frac{256}3\,\frac{e^{-(4/k)\arctan k}}{(1+k^2)^4\left(1-e^{-2\pi/k}\right)} . \tag{4}$$

**The share.** Summing (3) gives $0.565004$. Integrating (4) over energy, with $dE=k\,dk$, gives $0.434996$. The two numbers are computed separately and add to $1$, as completeness requires. The continuum share of the oscillator strength is $0.435$. For the polarisability the parts are $3.66326$ and $0.83674$ a.u.; the weight $1/\omega^2$ reduces the continuum share to $18.6\%$.

At threshold, (4) tends to $\tfrac{256}3e^{-4}=1.56293$ per hartree. By (3), $n^3f_n$ has the same limit, and $1/n^3$ is the spacing of the high bound levels. The strength per unit energy thus passes smoothly from the crowded bound levels into the continuum. This continuity makes the next part possible.

### (d) The share from a finite box

**Where the threshold falls.** At $E=0$ put $x=\sqrt{8r}$ and $P=\sqrt r\,g(x)$. Since $dx/dr=4/x$, the radial equation becomes

$$g''+\frac{g'}x+\left(1-\frac9{x^2}\right)g=0 ,$$

whose regular solution is $J_3$. As the energy rises, the nodes of the regular solution move inwards, and each node that crosses $R$ marks a box level. The number of negative p levels is therefore the number of positive zeros of $J_3$ below $\sqrt{8R}$.

Semiclassically, far outside the centrifugal region, the local wave number is $q=\sqrt{2(E+1/r)}$, and the level count grows as $\nu(E)\approx\frac1\pi\int_0^Rq\,dr$. As $\partial q/\partial E=1/q$, the spacing at threshold is

$$\Delta E\approx\left[\frac1\pi\int_0^R\sqrt{\frac r2}\,dr\right]^{-1}=\frac{3\pi}{\sqrt2\,R^{3/2}} .$$

An energy-normalised wave has local squared amplitude $2/(\pi q)$, so its norm in the box is about $\frac1\pi\int dr/q=1/\Delta E$. Scaling it to unit norm multiplies its strength by $\Delta E$. A pseudostate near threshold thus carries about $s=(df/dE)\,\Delta E$: it stands for a whole strip of the spectrum.

**The staircase error.** Adding the $f_j$ with $E_j>0$ assigns each strip entirely to one side. Let the threshold lie a fraction $\theta$ of the way from the last negative level $m$ to the next level. If half of each strip lies on either side of its level, the smooth strength below threshold is $\sum_{j\le m}f_j+(\theta-\tfrac12)s$. The share found by sign then differs from the true share by about $(\theta-\tfrac12)s$, which can reach $s/2$.

**The cure.** Assign to each level the cumulative strength

$$F(E_j)=\sum_{i<j}f_i+\tfrac12f_j ,$$

interpolate linearly to $E=0$, and subtract the result from $\sum f$. From one level to the next, $F$ grows by $\tfrac12(f_j+f_{j+1})$, which is a step of the trapezoidal rule in the level index. What remains depends on how $f_j$ and the spacing change from one level to the next, not on $f_j$ itself.

**Results.** The splines have order 8 (degree 7) on 90 intervals. That gives $90+7=97$ functions, of which 95 remain after the boundary conditions. The breakpoints are $r_i=R(i/90)^2$, which are equally spaced in the threshold variable $\sqrt{8r}$.

| $R$ (bohr) | negative levels | share by sign | share by midpoint | $s$ |
|---|---|---|---|---|
| 25 | 3 | 0.42332 | 0.43664 | 0.08333 |
| 50 | 5 | 0.42594 | 0.43479 | 0.02946 |
| 100 | 7 | 0.43810 | 0.43488 | 0.01042 |
| 250 | 13 | 0.43371 | 0.43497 | 0.00264 |

In all four boxes $\sum f$ and $\alpha$ agree with $1$ and $\tfrac92$ to better than $10^{-11}$. They cannot tell the box of 25 bohr from the box of 250. The ground state of the box vanishes at $R$, so $rP_0$ satisfies the $l=1$ boundary conditions in a box of any size. With $(H_1-E_0)rP_0=P_0/r-P_0'$ and $\int_0^R rP_0P_0'\,dr=-\tfrac12$, the first sum is $\tfrac23\left(1+\tfrac12\right)=1$ for every $R$. The polarisability does change in a small box, but at 25 bohr $\chi$ has already fallen to about $2\times10^{-7}$. The share by sign does depend on the box. As $R$ grows, its error follows a sawtooth between about $-s/2$ and $+s/2$, dropping by about $s$ each time a level crosses the threshold; it is negative at 50 bohr and positive at 100 bohr. The midpoint values deviate from $0.434996$ by at most about $2\%$ of $s$.

The largest box shows the arithmetic. Its levels next to threshold are $-0.000027$ and $0.001749$ hartree, with strengths $0.002615$ and $0.002907$. Their spacing, $0.001776$ hartree, is $5\%$ above the semiclassical estimate. The fraction is $\theta=0.000027/0.001776=0.015$, close to the worst case. The predicted error by sign is $(0.015-0.5)\times0.00264=-0.0013$, and the observed one is $0.43371-0.43500=-0.0013$.

The strength below the last negative level is $0.563679$. Hence

$$F(E_m)=0.563679+\tfrac12(0.002615)=0.564987,$$
$$F(E_{m+1})=0.563679+0.002615+\tfrac12(0.002907)=0.567748 .$$

Interpolation gives $F(0)=0.564987+0.015\times0.002761=0.56503$, and the share is $1-0.56503=0.43497$.

**A failed test.** Five equal intervals up to 100 bohr, with splines of the same order, give $E_0=-0.310$ hartree, $\sum f=8.17$ and $\alpha=61.7$ a.u. The basis is plainly inadequate near the nucleus. Since the ground state itself is wrong, the identities of part (a), which assume the exact $P_0$, no longer apply, and the sums do not say how much of the failure belongs to the $l=1$ space.

A failure of either sum reveals an inadequate basis, and the stability of the midpoint share as $R$ grows tests the size of the box. Together they still do not prove the share correct. A basis made of the two functions of part (b) and a converged set of functions on $[4,R]$ that vanish for $r\le4$ bohr, with their slope at $r=4$ left free, passes both sums, and its midpoint share settles near $0.393$ as $R$ grows. The moment $\sum f\omega$, which is $0.62$ there instead of $\tfrac23$, exposes the defect. But this moment is no proof either: adding the single function $re^{-r}$ to that basis restores it to $\tfrac23$, while the midpoint share settles near $0.400$, which is still wrong. The share should therefore also be checked by refining the grid at fixed $R$ over the whole box, including the region near the nucleus. The numerical check checks the formulas and the spline results numerically.

## Values computed for the example and the checks

```
spline order 8, intervals 90, p functions 95
closure element <rP0|H1-E0|rP0> = 3/2 hartree bohr^2
exact alpha = 4.5000 a.u. = 0.6668 angstrom^3
exact bound part of sum f = 0.565004
exact continuum part of sum f = 0.434996
exact bound part of alpha = 3.66326 a.u.
exact continuum part of alpha = 0.83674 a.u.
threshold density df/dE = 1.56293 per hartree
Two-function basis:
  excitation 0.400000 hartree, f = 0.666667
  excitation 1.000000 hartree, f = 0.333333
  sum f = 1.000000, alpha = 4.500000 a.u.
  share above E=0: 0.333333
  sum f(E-E0) = 0.600000 hartree (exact 0.666667)
Spline boxes:
 R = 25 bohr: negative p states 3
  sum f - 1 = -4.2e-14, alpha - 4.5 = -2.1e-12 a.u.
  share by sign 0.42332, by midpoint 0.43664
  estimated staircase step 0.08333
 R = 50 bohr: negative p states 5
  sum f - 1 = 4.0e-14, alpha - 4.5 = -1.2e-12 a.u.
  share by sign 0.42594, by midpoint 0.43479
  estimated staircase step 0.02946
 R = 100 bohr: negative p states 7
  sum f - 1 = -5.4e-15, alpha - 4.5 = 9.1e-13 a.u.
  share by sign 0.43810, by midpoint 0.43488
  estimated staircase step 0.01042
 R = 250 bohr: negative p states 13
  sum f - 1 = 4.2e-14, alpha - 4.5 = 2.4e-12 a.u.
  share by sign 0.43371, by midpoint 0.43497
  estimated staircase step 0.00264
Largest box, details:
  E0 = -0.50000000 hartree
  sum f = 1.0000000, alpha = 4.5000000 a.u.
  sum f(E-E0) = 0.666667 hartree
  n=2: f spline 0.416197, exact 0.416197
  n=3: f spline 0.079102, exact 0.079102
  n=4: f spline 0.028991, exact 0.028991
  near threshold: E = -0.000027 hartree, f = 0.002615
  near threshold: E = 0.001749 hartree, f = 0.002907
  strength below the last negative state 0.563679
  level spacing: actual 0.001776, estimate 0.001686 hartree
Coarse grid, 5 equal intervals to 100 bohr:
  E0 = -0.31037 hartree, sum f = 8.17191, alpha = 61.74653 a.u.
```
